# Gauss-Legendre Path Lengths for Velocity-Proportional Stopping: verification in Python

```python
"""
Path length R = integral_0^E0 dE / S(E) of an ion with S = k sqrt(E).
Under test: n-point Gauss-Legendre quadrature in E has an error
A sqrt(E0) / (k (n + 1/2)), while in u = sqrt(E) one node is exact, and
the convergence is geometric if 2u/S(u^2) is analytic on the interval.
Symbols: E energy (eV), S stopping power (eV/nm), k its coefficient
(eV^0.5/nm), u = sqrt(E), n number of nodes, R path length (nm).
Example: 10 keV protons in Ga2O3, Lindhard-Scharff electronic stopping.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp, trapezoid, cumulative_trapezoid
from scipy.special import k0e, i0e

# ---------- inputs ----------
E0 = 1.0e4                      # eV
density = 5.9                   # g/cm^3, rough
band_gap = 4.8                  # eV, rough
slope_gain, E_slope = 0.5, 2.0e3   # round parameters of the test law
e2 = const.e / (4 * np.pi * const.epsilon_0) * 1e9          # eV nm
a0 = const.physical_constants["Bohr radius"][0] * 1e9       # nm
rydberg = const.physical_constants["Rydberg constant times hc in eV"][0]
mass_ratio = const.m_p / const.m_e
M1 = const.m_p / const.atomic_mass
Z1 = 1
formula_mass = 2 * 69.723 + 3 * 15.999
N_formula = density * const.N_A / formula_mass / 1e21       # 1/nm^3
# each target element: atomic number, mass (u), number density (1/nm^3)
target = [(31, 69.723, 2 * N_formula), (8, 15.999, 3 * N_formula)]


# ---------- stopping laws ----------
def ls_cross_section(E, Z2):
    """Lindhard-Scharff electronic stopping cross-section, eV nm^2."""
    v = np.sqrt(E / (mass_ratio * rydberg))                 # Bohr velocities
    return (8 * np.pi * e2 * a0 * Z1 ** (7 / 6) * Z2
            / (Z1 ** (2 / 3) + Z2 ** (2 / 3)) ** 1.5 * v)


k = sum(N * ls_cross_section(1.0, Z2) for Z2, _, N in target)


def S_el(E):
    return k * np.sqrt(E)


def S_slope(E):
    return k * np.sqrt(E) * (1 + slope_gain * E / (E + E_slope))


def nuclear_parts(E):
    """Universal nuclear stopping power of each element, eV/nm."""
    parts = []
    for Z2, M2, N in target:
        a = 0.8854 * a0 / (Z1 ** 0.23 + Z2 ** 0.23)
        eps = a * M2 * E / (Z1 * Z2 * e2 * (M1 + M2))
        assert np.max(eps) < 30
        s = np.log1p(1.1383 * eps) / (
            2 * (eps + 0.01321 * eps ** 0.21226 + 0.19593 * np.sqrt(eps)))
        parts.append(N * 4 * np.pi * a * Z1 * Z2 * e2 * M1 / (M1 + M2) * s)
    return parts


def S_nuc(E):
    return sum(nuclear_parts(E))


def S_total(E):
    return S_el(E) + S_nuc(E)


def S_bent(E):
    """Varelas-Biersack interpolation to the high-energy law, I = 10 eV * Z."""
    total = 0.0
    for Z2, _, N in target:
        eb = 4 * E / (mass_ratio * 10.0 * Z2)
        high = (8 * np.pi * Z1 ** 2 * e2 ** 2 / (10.0 * eb)
                * np.log(1 + eb + 100 * Z1 / Z2 / eb))
        total += N / (1 / ls_cross_section(E, Z2) + 1 / high)
    return total


# ---------- quadrature rules ----------
def path_in_E(S, n):
    x, w = np.polynomial.legendre.leggauss(n)
    return np.sum(w * E0 / 2 / S(E0 * (1 + x) / 2))


def path_in_u(S, n):
    x, w = np.polynomial.legendre.leggauss(n)
    u0 = np.sqrt(E0)
    u = u0 * (1 + x) / 2
    return np.sum(w * u0 / 2 * 2 * u / S(u * u))


def path_reference(S, low=0.0, high=E0):
    """Adaptive quadrature with E = w^8, which softens fractional powers."""
    return quad(lambda w: 8 * w ** 7 / S(w ** 8), low ** 0.125, high ** 0.125,
                epsabs=1e-11, epsrel=1e-11, limit=400)[0]


def path_by_motion(S):
    """Equation of motion, time scaled so that the speed is sqrt(E)."""
    def rate(t, y):
        E = np.exp(y[0])
        return [-S(E) / np.sqrt(E), np.sqrt(E)]
    sol = solve_ivp(rate, (0, 40 / k), [np.log(E0), 0.0],
                    rtol=1e-9, atol=1e-9)
    return sol.y[1, -1]


# ---------- closed forms against the equation of motion ----------
u0 = np.sqrt(E0)
R = 2 * u0 / k
b = np.sqrt(E_slope / (1 + slope_gain))
R_slope = 2 / (k * (1 + slope_gain)) * (u0 + slope_gain * b * np.arctan(u0 / b))
assert abs(path_by_motion(S_el) / R - 1) < 1e-6
assert abs(path_by_motion(S_slope) / R_slope - 1) < 1e-6
assert abs(path_in_u(S_el, 1) / R - 1) < 1e-13


# ---------- exact error integral for x^(-1/2) on [0, 1] ----------
def q_over_p(z, n):
    r = np.sqrt(z * z - 1)
    v_end = np.arccosh(z / r)
    Q = quad(lambda v: (z - r * np.cosh(v)) ** n, 0, v_end)[0]
    phi = 2 * np.pi * np.arange(4 * n) / (4 * n)
    return Q / np.mean((z + r * np.cos(phi)) ** n)


for n in (2, 5):
    x, w = np.polynomial.legendre.leggauss(n)
    actual = 2 - np.sum(w / 2 / np.sqrt((1 + x) / 2))
    pieces = [quad(lambda q: q_over_p(1 + 2 * q * q, n), lo, hi,
                   epsabs=1e-8, epsrel=1e-7)[0]
              for lo, hi in ((0, 0.3), (0.3, 2), (2, 15))]
    assert abs(4 / np.pi * sum(pieces) / actual - 1) < 1e-5

# ---------- the 1/n law and its constant ----------
A = 2 / np.pi * quad(lambda s: k0e(s) / i0e(s) * np.exp(-2 * s), 0, 30)[0]
for S, exact in ((S_el, R), (S_slope, R_slope)):
    for n in (64, 128):
        scaled = (exact - path_in_E(S, n)) * (n + 0.5) * k / u0
        assert abs(scaled / A - 1) < 5e-3
assert all(path_in_E(S_el, n) < R for n in range(1, 100))
n_one_percent = next(n for n in range(1, 500)
                     if 1 - path_in_E(S_el, n) / R < 0.01)

# ---------- geometric law for the slope-change model ----------
z = 2j * b / u0 - 1
zeta = z + np.sqrt(z * z - 1)
if abs(zeta) < 1:
    zeta = 1 / zeta
scale = 2 * slope_gain * b / (k * (1 + slope_gain))


def predicted_error(n):
    return scale * np.imag(-2 * np.pi * zeta ** (-2 * n - 1))


for n in range(3, 11):
    amplitude = scale * 2 * np.pi * abs(zeta) ** (-2 * n - 1)
    difference = R_slope - path_in_u(S_slope, n) - predicted_error(n)
    assert abs(difference) < 0.1 * amplitude

# ---------- neglected effects ----------
R_total = path_reference(S_total)
R_bent = path_reference(S_bent)
err_u = {n: abs(path_in_u(S_total, n) / R_total - 1) for n in (8, 16, 32, 64)}
err_E16 = abs(path_in_E(S_total, 16) / R_total - 1)
assert err_E16 > 10 * err_u[16]
assert err_u[64] > 1e-10       # far above the error of the reference

# deflection: small-angle relation against exact two-body kinematics
for _, M2, _ in target:
    mu = M1 / M2
    th = np.linspace(0.05, np.pi, 400)
    cos_lab = (np.cos(th) + mu) / np.sqrt(1 + 2 * mu * np.cos(th) + mu ** 2)
    T_over_E = 4 * mu / (1 + mu) ** 2 * np.sin(th / 2) ** 2
    ratio = T_over_E / (2 * mu) / (1 - cos_lab)
    assert 0.88 < ratio.min() and ratio.max() < 1.001


def inverse_transport_length(E):
    return sum(M2 * s / (2 * M1 * E)
               for (_, M2, _), s in zip(target, nuclear_parts(E)))


tau = np.linspace(0, 30, 60001)          # E = E0 exp(-tau)
E = E0 * np.exp(-tau)
ds = E / S_total(E)
turning = ds * inverse_transport_length(E)
mean_cos = np.exp(-cumulative_trapezoid(turning, tau, initial=0))
assert abs(trapezoid(ds, tau) / R_total - 1) < 1e-5
depth = trapezoid(ds * mean_cos, tau)

rng = np.random.default_rng(1)           # random walk of directions
step, walkers = 0.03, 20000
direction, walk_depth = np.ones(walkers), np.zeros(walkers)
for i in range(400):
    Em = E0 * np.exp(-(i + 0.5) * step)
    length = Em / S_total(Em) * step
    ca = 1 - length * inverse_transport_length(Em)
    assert -1 < ca < 1
    walk_depth += 0.5 * length * direction
    side = np.sqrt(np.maximum(0, 1 - direction ** 2) * (1 - ca ** 2))
    direction = (direction * ca
                 + side * np.cos(2 * np.pi * rng.random(walkers)))
    direction = np.clip(direction, -1, 1)
    walk_depth += 0.5 * length * direction
assert abs(walk_depth.mean() - depth) < 0.02 * R_total

# electronic threshold: head-on collision with a free valence electron
v_fermi = (3 * np.pi ** 2 * 24 * N_formula * a0 ** 3) ** (1 / 3)
v_th = (-v_fermi + np.sqrt(v_fermi ** 2 + 2 * band_gap / (2 * rydberg))) / 2
E_th = v_th ** 2 * rydberg * mass_ratio
R_threshold = path_reference(S_total, E_th, E0) + path_reference(S_nuc, 0, E_th)

# ---------- output ----------
print(f"Proton energy E0 = {E0/1e3:.1f} keV")
print(f"Proton speed = {np.sqrt(E0/(mass_ratio*rydberg)):.3f} Bohr velocities")
print(f"Density (rough) = {density:.1f} g/cm^3")
print(f"Formula units = {N_formula:.2f} per nm^3")
print(f"k = {k:.4f} eV^0.5/nm")
print(f"Electronic stopping at E0 = {S_el(E0):.2f} eV/nm")
print(f"Path length, closed form = {R:.3f} nm")
print(f"Path length, equation of motion = {path_by_motion(S_el):.3f} nm")
print(f"Path length, one node in u = {path_in_u(S_el, 1):.3f} nm")
for n in (1, 4, 16, 64):
    p = path_in_E(S_el, n)
    print(f"n={n}, nodes in E: {p:.3f} nm, short by {100*(1-p/R):.3f} %")
print(f"Error constant A = {A:.5f}")
print(f"Predicted shortfall at n=64 = {100*A/2/64.5:.3f} %")
print(f"Nodes in E for 1 % error = {n_one_percent}")
print(f"Slope-change law: c = {slope_gain}, E1 = {E_slope/1e3:.1f} keV")
print(f"Slope-change law: b = {b:.3f} eV^0.5")
print(f"Slope-change path, closed form = {R_slope:.6f} nm")
print(f"|zeta| = {abs(zeta):.4f}, gain per node = {abs(zeta)**2:.3f}")
for n in (2, 4, 8, 10):
    print(f"n={n}, slope-change error (nm): in E "
          f"{R_slope-path_in_E(S_slope, n):.3f}, in u "
          f"{R_slope-path_in_u(S_slope, n):.2e}, "
          f"predicted in u {predicted_error(n):.2e}")
print(f"Nuclear stopping at E0 = {S_nuc(E0):.3f} eV/nm")
print(f"Nuclear/electronic at 0.1 keV = {S_nuc(100.0)/S_el(100.0):.3f}")
print(f"Path with nuclear stopping = {R_total:.2f} nm")
print(f"Change by nuclear stopping = {100*(R_total/R-1):.2f} %")
print(f"Total stopping, n=16 in E: relative error {err_E16:.2e}")
for n in err_u:
    print(f"Total stopping, n={n} in u: relative error {err_u[n]:.2e}")
print(f"Transport length at E0 = {1/inverse_transport_length(E0):.1f} nm")
print(f"Mean depth with deflection = {depth:.1f} nm")
print(f"Mean depth, random walk = {walk_depth.mean():.1f} nm")
print(f"Mean depth / path = {depth/R_total:.3f}")
print(f"Change by bend of electronic stopping = {100*(R_bent/R-1):.2f} %")
print(f"Band gap (rough) = {band_gap:.1f} eV")
print(f"Threshold energy estimate = {E_th/1e3:.3f} keV")
print(f"Share of path below threshold = {100*np.sqrt(E_th/E0):.1f} %")
print(f"Path, no electronic stopping below it = {R_threshold:.1f} nm")
print(f"Share of path below 5 eV = {100*np.sqrt(5/E0):.2f} %")
print("OK")
```

Printed output:

```
Proton energy E0 = 10.0 keV
Proton speed = 0.633 Bohr velocities
Density (rough) = 5.9 g/cm^3
Formula units = 18.96 per nm^3
k = 0.8905 eV^0.5/nm
Electronic stopping at E0 = 89.05 eV/nm
Path length, closed form = 224.604 nm
Path length, equation of motion = 224.604 nm
Path length, one node in u = 224.604 nm
n=1, nodes in E: 158.819 nm, short by 29.289 %
n=4, nodes in E: 202.856 nm, short by 9.683 %
n=16, nodes in E: 218.678 nm, short by 2.639 %
n=64, nodes in E: 223.088 nm, short by 0.675 %
Error constant A = 0.87069
Predicted shortfall at n=64 = 0.675 %
Nodes in E for 1 % error = 44
Slope-change law: c = 0.5, E1 = 2.0 keV
Slope-change law: b = 36.515 eV^0.5
Slope-change path, closed form = 183.107219 nm
|zeta| = 2.4516, gain per node = 6.010
n=2, slope-change error (nm): in E 40.725, in u -1.28e+00, predicted in u -1.44e+00
n=4, slope-change error (nm): in E 22.187, in u 3.88e-02, predicted in u 4.15e-02
n=8, slope-change error (nm): in E 11.559, in u 3.28e-05, predicted in u 3.39e-05
n=10, slope-change error (nm): in E 9.341, in u -9.40e-07, predicted in u -9.66e-07
Nuclear stopping at E0 = 1.764 eV/nm
Nuclear/electronic at 0.1 keV = 0.450
Path with nuclear stopping = 198.17 nm
Change by nuclear stopping = -11.77 %
Total stopping, n=16 in E: relative error 1.63e-02
Total stopping, n=8 in u: relative error 7.31e-04
Total stopping, n=16 in u: relative error 2.25e-04
Total stopping, n=32 in u: relative error 5.09e-05
Total stopping, n=64 in u: relative error 8.17e-06
Transport length at E0 = 254.3 nm
Mean depth with deflection = 83.0 nm
Mean depth, random walk = 82.5 nm
Mean depth / path = 0.419
Change by bend of electronic stopping = 0.18 %
Band gap (rough) = 4.8 eV
Threshold energy estimate = 0.111 keV
Share of path below threshold = 10.5 %
Path, no electronic stopping below it = 223.0 nm
Share of path below 5 eV = 2.24 %
OK
```
